\section*{Potential of a Point-Charge Defect in an Anisotropic Dielectric Crystal, part 1}

(Sections cited here and not found follow in the second part.)

\section{The potential and the reason for its form}

\textbf{Q:} A charged vacancy sits in a crystal whose permittivity depends on direction. In an isotropic medium I would write $q/(4\pi\varepsilon_0\varepsilon r)$. Why not keep that formula and insert the permittivity measured along the line from the defect to the observer?

\textbf{A:} Because that recipe is a guess about the solution of a field equation, and the equation can be solved. Let the defect be a static point charge $q$ at the origin of an infinite, homogeneous crystal. The ions have relaxed, so the relevant permittivity is the static one, with electronic and ionic parts. The response is linear and local:
\begin{equation}
D_i=P^{\rm s}_i+\varepsilon_0\sum_j\varepsilon_{ij}E_j ,\qquad \mathbf E=-\nabla\phi .
\label{eq:const}
\end{equation}
Here $\varepsilon$ is the dimensionless relative permittivity tensor and $\mathbf P^{\rm s}$ a possible spontaneous polarization. If $\mathbf P^{\rm s}$ is uniform, its divergence vanishes and it drops out of Gauss's law in the bulk. From here on $\mathbf D$ denotes the part that is linear in $\mathbf E$. There are no mobile carriers, and $\phi\to0$ far away. Gauss's law $\nabla\cdot\mathbf D=q\,\delta(\mathbf r)$ becomes
\begin{equation}
\nabla\cdot(\varepsilon\nabla\phi)=\sum_{ij}\varepsilon_{ij}\,\partial_i\partial_j\phi=-\frac{q}{\varepsilon_0}\,\delta(\mathbf r).
\label{eq:field}
\end{equation}
The tensor could be moved through the derivative because the crystal is homogeneous.

\textbf{Q:} You will presumably want $\varepsilon$ to be symmetric. What entitles you to that?

\textbf{A:} Thermodynamics. At fixed temperature there is a free-energy density $G(\mathbf E)$ with $dG=-\mathbf D\cdot d\mathbf E$. Mixed second derivatives of $G$ commute, so $\partial D_i/\partial E_j=\partial D_j/\partial E_i$, which is $\varepsilon_{ij}=\varepsilon_{ji}$. I also assume that the field energy $\tfrac12\varepsilon_0\,\mathbf E\cdot\varepsilon\,\mathbf E$ is positive for every nonzero field, as in a stable dielectric. The three eigenvalues $\varepsilon_1,\varepsilon_2,\varepsilon_3$ are then positive.

\textbf{Q:} Equation \eqref{eq:field} still has mixed derivatives. How do you get rid of them?

\textbf{A:} By stretching space until the medium looks like vacuum. A symmetric matrix with positive eigenvalues has a symmetric square root $A$, with the same eigenvectors, eigenvalues $\sqrt{\varepsilon_i}$, and $A^2=\varepsilon$. Define new coordinates $\mathbf s$ by
\begin{equation}
\mathbf r=A\,\mathbf s .
\label{eq:map}
\end{equation}
The chain rule gives $\partial/\partial s_j=\sum_i A_{ij}\,\partial/\partial r_i$. Since $A$ is symmetric, this is $\nabla_s=A\nabla_r$, or $\nabla_r=A^{-1}\nabla_s$. Treating the gradients as column vectors,
\begin{equation}
\nabla_r^{T}\varepsilon\,\nabla_r
=\nabla_s^{T}A^{-1}\,(A\,A)\,A^{-1}\nabla_s=\nabla_s^2 .
\label{eq:lap}
\end{equation}

\textbf{Q:} The left side has become an ordinary Laplacian. But a point is still a point after stretching, so the source should stay as it was.

\textbf{A:} Its position stays, but its strength does not. A delta function is fixed by its unit integral over volume, and volumes change by the Jacobian: $d^3r=\det A\,d^3s$. From
\begin{equation}
1=\int\delta(\mathbf r)\,d^3r=\int\delta(A\mathbf s)\,\det A\;d^3s
\end{equation}
it follows that $\delta(\mathbf r)=\delta(\mathbf s)/\det A$. Moreover $(\det A)^2=\det(A^2)=\det\varepsilon$, and $\det A>0$, so $\det A=\sqrt{\det\varepsilon}$. The field equation is now
\begin{equation}
\nabla_s^2\phi=-C\,\delta(\mathbf s),\qquad C=\frac{q}{\varepsilon_0\sqrt{\det\varepsilon}} .
\label{eq:poisson}
\end{equation}

\textbf{Q:} That one I can solve. A function of $s=|\mathbf s|$ alone has flux $4\pi s^2\,d\phi/ds$ through a sphere in $\mathbf s$ space. Setting it equal to $-C$ and integrating from infinity gives $\phi=C/(4\pi s)$. Could there be a second solution without spherical symmetry?

\textbf{A:} No. The difference $h$ of two solutions obeys $\nabla_s^2h=0$ everywhere, since the sources cancel. A harmonic function in a ball is bounded in magnitude by its largest magnitude on the surface. That surface value tends to zero as the ball grows, so $h=0$.

It remains to return to the laboratory coordinates. With $\mathbf s=A^{-1}\mathbf r$,
\begin{equation}
s^2=\mathbf r^{T}A^{-1}A^{-1}\mathbf r=\mathbf r\cdot\varepsilon^{-1}\mathbf r ,
\label{eq:s}
\end{equation}
and therefore
\begin{equation}
\boxed{\;\phi(\mathbf r)=\frac{q}{4\pi\varepsilon_0\,\sqrt{\det\varepsilon}\;\sqrt{\mathbf r\cdot\varepsilon^{-1}\mathbf r}}\;}
\label{eq:main}
\end{equation}
The inverse tensor comes from the change of lengths and the determinant from the change of volume.

\textbf{Q:} With three permittivities under the first root, the screening looks too strong.

\textbf{A:} The second root compensates. Put $\varepsilon_{ij}=\varepsilon\,\delta_{ij}$. Then $\sqrt{\det\varepsilon}=\varepsilon^{3/2}$ and $s=r/\varepsilon^{1/2}$, whose product is $\varepsilon r$, the familiar result. Neither factor acts as a permittivity by itself.

\textbf{Q:} The isotropic limit would not reveal a wrong factor that equals one when all eigenvalues agree. I want the total charge checked for a general tensor.

\textbf{A:} Then compute the displacement. Differentiating \eqref{eq:s} gives $2s\,\nabla s=2\varepsilon^{-1}\mathbf r$, so $\nabla s=\varepsilon^{-1}\mathbf r/s$. Hence
\begin{align}
\mathbf E&=-\frac{d\phi}{ds}\nabla s=\frac{q}{4\pi\varepsilon_0\sqrt{\det\varepsilon}}\;\frac{\varepsilon^{-1}\mathbf r}{s^3},
\label{eq:E}\\
\mathbf D&=\varepsilon_0\,\varepsilon\,\mathbf E=\frac{q}{4\pi\sqrt{\det\varepsilon}}\;\frac{\mathbf r}{s^3}.
\label{eq:D}
\end{align}
Away from the origin, $\nabla\cdot(\mathbf r s^{-3})=3s^{-3}-3s^{-4}\,\mathbf r\cdot\nabla s$. Since $\mathbf r\cdot\nabla s=\mathbf r\cdot\varepsilon^{-1}\mathbf r/s=s$, this vanishes, and all closed surfaces around the charge carry the same flux. Choose the ellipsoid $s=s_0$. On it $s$ is constant, and the flux of $\mathbf r$ is three times the enclosed volume, because $\nabla\cdot\mathbf r=3$. By \eqref{eq:map} that volume is $\tfrac{4\pi}{3}s_0^3\sqrt{\det\varepsilon}$. Thus
\begin{equation}
\oint\mathbf D\cdot d\mathbf S=\frac{q}{4\pi\sqrt{\det\varepsilon}\,s_0^3}\;4\pi s_0^3\sqrt{\det\varepsilon}=q .
\end{equation}

\textbf{Q:} I would trust this more with a tensor that is not diagonal.

\textbf{A:} Take
\begin{equation}
\varepsilon=\begin{pmatrix}5&1&0.5\\1&3&-0.7\\0.5&-0.7&8\end{pmatrix}
\label{eq:tensor}
\end{equation}
and differentiate \eqref{eq:main} numerically. Through a sphere of radius 1.2 centred at $(0.4,0.2,-0.3)$, which encloses the charge off centre, the flux of $\mathbf D$ is $1.0000000\,q$. Through a sphere of the same radius centred at $(2.0,0.8,-0.5)$, which leaves the charge outside, it is $-1.8\times10^{-10}\,q$.

A second test uses no derivative of $\phi$. Multiply \eqref{eq:field} by a smooth, rapidly decaying function $f$ and integrate by parts twice:
\begin{equation}
\int\phi\;\nabla\cdot(\varepsilon\nabla f)\,d^3r=-\frac{q}{\varepsilon_0}f(0).
\end{equation}
For $f=\exp(-|\mathbf r-\mathbf b|^2)$ with $\mathbf b=(0.3,-0.2,0.4)$, the ratio of the left side to the right side is $1.00000000$.

\textbf{Q:} Equation \eqref{eq:D} bothers me. Gauss's law knows only the free charge, so I expected $D=q/(4\pi r^2)$ in any medium.

\textbf{A:} Gauss's law fixes the total flux of $\mathbf D$. To deduce its value at a point one also needs spherical symmetry, which the crystal does not have. The field that must be free of curl is $\mathbf E$, not $\mathbf D$. Here $\mathbf D$ points along $\mathbf r$ but varies in strength with direction, while $\mathbf E$ points along $\varepsilon^{-1}\mathbf r$. The two are parallel when $\mathbf r$ is an eigenvector of $\varepsilon$.

\textbf{Q:} Then what is the permittivity felt along a given direction?

\textbf{A:} Write $\mathbf r=r\,\mathbf n$ with a unit vector $\mathbf n$, and define $\varepsilon_{\rm eff}$ by
\begin{equation}
\phi=\frac{q}{4\pi\varepsilon_0\,\varepsilon_{\rm eff}(\mathbf n)\,r},\qquad
\varepsilon_{\rm eff}(\mathbf n)=\sqrt{\det\varepsilon\;\,\mathbf n\cdot\varepsilon^{-1}\mathbf n}.
\label{eq:eff}
\end{equation}
Choose Cartesian axes with the third along $\mathbf n$. The cofactor rule for an inverse matrix says that $\det\varepsilon\,(\varepsilon^{-1})_{33}$ is the determinant left after striking out the third row and column:
\begin{equation}
\varepsilon_{\rm eff}^2(\mathbf n)=\varepsilon_{11}\varepsilon_{22}-\varepsilon_{12}^2 .
\label{eq:minor}
\end{equation}
The component $\varepsilon_{33}$, the permittivity along the line of sight, does not appear. Along the first principal axis, for instance, $\varepsilon_{\rm eff}=\sqrt{\varepsilon_2\varepsilon_3}$.

\textbf{Q:} So the permittivity I proposed to insert is the one that drops out. The algebra says so, but what is the physical reason?

\textbf{A:} Build the potential from plane waves, $\phi(\mathbf r)=\int\frac{d^3k}{(2\pi)^3}\,\tilde\phi(\mathbf k)\,e^{i\mathbf k\cdot\mathbf r}$. In \eqref{eq:field} each $\partial_i$ becomes $ik_i$ and the delta function becomes 1, so
\begin{equation}
\tilde\phi(\mathbf k)=\frac{q}{\varepsilon_0\,\mathbf k\cdot\varepsilon\,\mathbf k}.
\label{eq:phik}
\end{equation}
A wave along $\hat{\mathbf k}$ has its field along $\hat{\mathbf k}$ and is screened by $\hat{\mathbf k}\cdot\varepsilon\hat{\mathbf k}$. In spherical coordinates the $k^2$ of the volume element cancels the $k^2$ in the denominator:
\begin{equation}
\phi(r\mathbf n)=\frac{q}{8\pi^3\varepsilon_0}\int\frac{d\Omega_k}{\hat{\mathbf k}\cdot\varepsilon\hat{\mathbf k}}\int_0^\infty dk\;e^{ikr\,\hat{\mathbf k}\cdot\mathbf n}.
\end{equation}
The weight is the same for $\hat{\mathbf k}$ and $-\hat{\mathbf k}$. Averaging over the pair replaces the half-line integral by half the integral over the full line, which is $\pi\,\delta(r\,\hat{\mathbf k}\cdot\mathbf n)=(\pi/r)\,\delta(\mu)$ with $\mu=\hat{\mathbf k}\cdot\mathbf n$. With $d\Omega_k=d\mu\,d\psi$,
\begin{equation}
\phi(r\mathbf n)=\frac{q}{4\pi\varepsilon_0 r}\left[\frac1{2\pi}\oint_{\hat{\mathbf k}\perp\mathbf n}\frac{d\psi}{\hat{\mathbf k}\cdot\varepsilon\hat{\mathbf k}}\right].
\label{eq:circle}
\end{equation}
Waves whose phase varies along the line of sight cancel in the sum over wavelengths. What survives are waves with $\hat{\mathbf k}$ perpendicular to $\mathbf n$, and their fields probe the transverse permittivities.

\textbf{Q:} Does the bracket agree with \eqref{eq:minor}?

\textbf{A:} Let the transverse $2\times2$ block have eigenvalues $\lambda_1,\lambda_2$ and measure $\psi$ from its first eigenvector. With $t=\tan\psi$ we have $d\psi=dt/(1+t^2)$ and $\cos^2\psi=1/(1+t^2)$. The full circle covers the $t$ axis twice, so
\begin{equation}
\frac1{2\pi}\oint\frac{d\psi}{\lambda_1\cos^2\psi+\lambda_2\sin^2\psi}
=\frac{2}{2\pi}\int_{-\infty}^{\infty}\frac{dt}{\lambda_1+\lambda_2t^2}
=\frac{1}{\sqrt{\lambda_1\lambda_2}} .
\end{equation}
The product $\lambda_1\lambda_2$ is the determinant of the block, so the bracket is $1/\varepsilon_{\rm eff}$. For the tensor \eqref{eq:tensor} and eight random directions, the numerical circle average and \eqref{eq:eff} differ by at most $6.7\times10^{-16}$ in relative terms. This road uses neither the stretched coordinates nor the determinant of the full tensor.

We have derived and checked the potential of a point charge in an infinite anisotropic crystal, and found that the permittivity felt along a given direction is set by the components transverse to it. It remains to apply the formula to an oxygen vacancy in rutile and to see where it fails.
